# How unequal misfit strains split the in-plane ferroelectric instabilities

## Result

A cubic ferroelectric is grown as a single-domain (001) film. The substrate imposes normal strains \(e_1\) and \(e_2\) along the two in-plane cubic axes, measured from the paraelectric cubic cell. Write

\[
m=\tfrac12(e_1+e_2),\quad d=\tfrac12(e_1-e_2),\quad Q_\pm=Q_{11}\pm Q_{12},\quad S_\pm=s_{11}\pm s_{12},
\]

where \(Q_{ij}\) are electrostrictive coefficients and \(s_{ij}\) elastic compliances. Without in-plane shear, the paraelectric state loses stability against \(P_1\) at \(T_1\) and against \(P_2\) at \(T_2\), with

\[
T_1-T_2=2\varepsilon_0C\,\frac{Q_-}{S_-}\,(e_1-e_2). \tag{1}
\]

Here \(C\) is the Curie–Weiss constant. The mean strain shifts both temperatures together, and the strain difference separates them.

Equation (1) concerns two instabilities of the same paraelectric state. Take \(d>0\) and \(Q_->0\), so that \(P_1\) condenses before \(P_2\), and let \(P_3\) stay zero down to the temperature \(T_2'\) given below; it is not enough that \(P_1\) condenses before \(P_3\). The later appearance of \(P_2\) takes place in a film that is already polarized, at

\[
T_2'=T_1-\frac{T_1-T_2}{1-r},\qquad r=\frac{a_{12}^*}{2a_{11}^*},\qquad |r|<1, \tag{2}
\]

where \(a_{11}^*>0\) and \(a_{12}^*\) are quartic coefficients of the film, found below, and \(P_3\) is zero. The transition occurs only if (2) gives \(T_2'>0\), which fails when \(r\) comes close enough to 1 from below. For \(r>1\) there is no such second transition.

Both results belong to mean-field theory with uniform polarization, linear elasticity, quadratic electrostriction and an energy cut off at fourth order in polarization. The strains, \(Q_{ij}\) and \(s_{ij}\) are taken as independent of temperature. Domains, gradients and strain relaxation are left out. The out-of-plane field is zero, as between ideal short-circuited electrodes, and in-plane depolarizing fields are neglected, as in a wide film.

## First derivation: the energy of the film

**Elastic energy at fixed in-plane strain.** The stress-free crystal has the energy density

\[
f=a\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2,\qquad a=\frac{T-T_0}{2\varepsilon_0C}.
\]

If the strain \(u\) differs from the spontaneous strain \(u^0(P)\), elastic energy is added:

\[
F=f+\tfrac12(u-u^0)^{\mathsf T}c\,(u-u^0),\qquad c=s^{-1}. \tag{3}
\]

This agrees with the usual Gibbs energy. Since \(\sigma=c(u-u^0)\), we have \(u=u^0+s\sigma\), and

\[
G=F-\sigma\!\cdot\! u=f+\tfrac12\sigma s\sigma-\sigma\!\cdot\! u^0-\sigma s\sigma
=f-\tfrac12\sigma s\sigma-\sigma\!\cdot\! u^0. \tag{4}
\]

The substrate fixes \(u_1=e_1\), \(u_2=e_2\) and the engineering shear \(u_6=e_6\), which is kept for the moment. The top face is free, so \(\sigma_3=\sigma_4=\sigma_5=0\). Because \(\sigma_i=\partial F/\partial u_i\), these are also the conditions that minimize \(F\) over the three free strains.

Let \(w=u-u^0=s\sigma\). With the three stresses zero,

\[
w_1=s_{11}\sigma_1+s_{12}\sigma_2,\quad w_2=s_{12}\sigma_1+s_{11}\sigma_2,\quad w_6=s_{44}\sigma_6 .
\]

Adding and subtracting the first two gives \(w_1\pm w_2=S_\pm(\sigma_1\pm\sigma_2)\). The elastic energy is therefore

\[
\tfrac12(w_1\sigma_1+w_2\sigma_2+w_6\sigma_6)
=\frac{(w_1+w_2)^2}{4S_+}+\frac{(w_1-w_2)^2}{4S_-}+\frac{w_6^2}{2s_{44}} .
\]

The in-plane spontaneous strains are

\[
\begin{aligned}
u_1^0&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
u_2^0&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\qquad u_6^0=Q_{44}P_1P_2 .
\end{aligned}
\]

Their half-sum and half-difference are

\[
m_0=\tfrac12Q_+(P_1^2+P_2^2)+Q_{12}P_3^2,\qquad d_0=\tfrac12Q_-(P_1^2-P_2^2).
\]

Since \(w_1+w_2=2(m-m_0)\) and \(w_1-w_2=2(d-d_0)\),

\[
F=f+\frac{(m-m_0)^2}{S_+}+\frac{(d-d_0)^2}{S_-}+\frac{(e_6-Q_{44}P_1P_2)^2}{2s_{44}}. \tag{5}
\]

This is the film energy for unequal strains. Elastic stability makes \(S_+\), \(S_-\) and \(s_{44}\) positive.

**Quadratic terms.** The cross terms of the first two squares are

\[
-\frac{2mm_0}{S_+}=-\frac{mQ_+}{S_+}(P_1^2+P_2^2)-\frac{2mQ_{12}}{S_+}P_3^2,
\qquad
-\frac{2dd_0}{S_-}=-\frac{dQ_-}{S_-}(P_1^2-P_2^2).
\]

The coefficients of \(P_1^2\), \(P_2^2\) and \(P_3^2\) become

\[
a_{1,2}^*=a-\frac{mQ_+}{S_+}\mp\frac{dQ_-}{S_-},\qquad a_3^*=a-\frac{2mQ_{12}}{S_+}, \tag{6}
\]

with the upper sign for \(P_1\). Setting each to zero gives

\[
T_{1,2}=T_0+2\varepsilon_0C\left(\frac{mQ_+}{S_+}\pm\frac{dQ_-}{S_-}\right),\qquad
T_3=T_0+2\varepsilon_0C\,\frac{2mQ_{12}}{S_+}. \tag{7}
\]

Subtracting \(T_2\) from \(T_1\) and using \(2d=e_1-e_2\) gives (1). Equal strains restore \(T_1=T_2\). For \(m=0\), \(T_3\) stays at \(T_0\) while \(T_1\) and \(T_2\) move by equal amounts in opposite directions.

**Quartic terms.** The squares of the spontaneous parts are

\[
\begin{aligned}
m_0^2&=\tfrac14Q_+^2(P_1^4+2P_1^2P_2^2+P_2^4)+Q_+Q_{12}P_3^2(P_1^2+P_2^2)+Q_{12}^2P_3^4,\\
d_0^2&=\tfrac14Q_-^2(P_1^4-2P_1^2P_2^2+P_2^4).
\end{aligned}
\]

After division by \(S_\pm\), and with the shear term \(Q_{44}^2P_1^2P_2^2/(2s_{44})\) added,

\[
\begin{aligned}
a_{11}^*&=a_{11}+\frac{Q_+^2}{4S_+}+\frac{Q_-^2}{4S_-},&
a_{12}^*&=a_{12}+\frac{Q_+^2}{2S_+}-\frac{Q_-^2}{2S_-}+\frac{Q_{44}^2}{2s_{44}},\\
a_{13}^*&=a_{12}+\frac{Q_+Q_{12}}{S_+},&
a_{33}^*&=a_{11}+\frac{Q_{12}^2}{S_+}.
\end{aligned} \tag{8}
\]

The first row multiplies \(P_1^4+P_2^4\) and \(P_1^2P_2^2\). The second multiplies \(P_3^2(P_1^2+P_2^2)\) and \(P_3^4\). None of them contains the misfit strains.

**The second transition.** Now set \(e_6=0\) and keep \(d>0\), \(Q_->0\). All terms with \(P_3\) add up to

\[
P_3^2\,[a_3^*+a_{13}^*(P_1^2+P_2^2)]+a_{33}^*P_3^4 .
\]

For \(a_3^*>0\), \(a_{13}^*\ge0\) and \(a_{33}^*>0\) this is positive unless \(P_3=0\), so the lowest state lies in the plane. Below \(T_1\), minimizing \(a_1^*P_1^2+a_{11}^*P_1^4\) gives

\[
P_1^2=-\frac{a_1^*}{2a_{11}^*}=\frac{T_1-T}{4\varepsilon_0C\,a_{11}^*}. \tag{9}
\]

In this state the coefficient of \(P_2^2\) is

\[
a_2^*+a_{12}^*P_1^2=\frac{(T-T_2)+r(T_1-T)}{2\varepsilon_0C}. \tag{10}
\]

It vanishes when \((1-r)T=T_2-rT_1\), which rearranges to (2). For \(0<r<1\) the condensed \(P_1\) delays \(P_2\). For \(r=0\) the two components are independent and \(T_2'=T_2\). For \(-1<r<0\), \(P_1\) assists \(P_2\) and the gap is smaller than the bare splitting.

With \(\bar T=\tfrac12(T_1+T_2)\) and \(\Delta=\tfrac12(T_1-T_2)\), the two phase boundaries are

\[
T_1=\bar T+\Delta,\qquad T_2'=\bar T+\Delta-\frac{2\Delta}{1-r}=\bar T-\frac{1+r}{1-r}\,\Delta . \tag{11}
\]

At fixed \(m\), \(\Delta\) is proportional to \(d\). The diagram is a wedge with its tip at \(d=0\), and its lower edge is steeper than its upper edge when \(r>0\). For \(d<0\) the two axes exchange roles. The lower edge holds only while \(P_3\) stays zero. In the state (9) the coefficient of \(P_3^2\) is \(a_3^*+a_{13}^*P_1^2\), which for \(r_3=a_{13}^*/(2a_{11}^*)<1\) vanishes at \(T_3'=T_1-(T_1-T_3)/(1-r_3)\). Where \(T_3'>T_2'\), \(P_3\) appears before \(P_2\) and (2) does not apply. This can happen even when \(T_2>T_3\).

**Coexistence or flop.** Let \(x=P_1^2\) and \(y=P_2^2\). Apart from a constant, the in-plane energy is

\[
F=a_1^*x+a_2^*y+a_{11}^*(x^2+y^2)+a_{12}^*xy .
\]

Its second-derivative matrix in \((x,y)\) has eigenvalues \(2a_{11}^*\pm a_{12}^*\). For \(|r|<1\) both are positive, the energy is convex on the quadrant \(x,y\ge0\), and a local minimum there is the global one. When both components are nonzero, the stationarity conditions are

\[
a_1^*+2a_{11}^*x+a_{12}^*y=0,\qquad a_2^*+2a_{11}^*y+a_{12}^*x=0 .
\]

Their sum and difference give

\[
P_1^2+P_2^2=-\frac{a_1^*+a_2^*}{2a_{11}^*+a_{12}^*},\qquad
P_1^2-P_2^2=\frac{a_2^*-a_1^*}{2a_{11}^*-a_{12}^*}. \tag{12}
\]

For \(r>1\), hold \(x+y=N\) fixed. The quartic part is then \(a_{11}^*N^2+(a_{12}^*-2a_{11}^*)xy\), with \(xy=\tfrac14[N^2-(x-y)^2]\). This is concave in \(x-y\), and the quadratic terms are linear in it, so the minimum lies at an end, \(x=0\) or \(y=0\). The component with the lower quadratic coefficient wins. As long as \(P_3\) stays zero, the polarization of lowest energy therefore jumps from one axis to the other when \(d\) changes sign below \(\bar T\). The old state remains locally stable at \(d=0\), so a real switch may lag behind. At \(r=1\) and \(d=0\) the fourth-order energy does not select a direction, and for \(r\le-1\) it cannot guarantee a bounded ordered state, so higher orders are needed in both cases.

**In-plane shear.** With \(e_6\ne0\), equation (5) adds \(-(e_6Q_{44}/s_{44})P_1P_2\). Let \(g=Q_-/S_-\), \(k=e_6Q_{44}/(2s_{44})\) and \(\bar a=\tfrac12(a_1^*+a_2^*)\). For polarization of size \(p\) at angle \(\theta\) to axis 1, the quadratic energy is

\[
p^2\,[\bar a-gd\cos2\theta-k\sin2\theta].
\]

Its extreme coefficients are \(\bar a\pm\sqrt{g^2d^2+k^2}\), and for \(gd>0\) the lower one lies at \(\tan2\theta=k/(gd)\) with \(|\theta|<45^\circ\). The bare splitting becomes \(4\varepsilon_0C\sqrt{g^2d^2+k^2}\). The normal strain along angle \(\phi\) is \(m+d\cos2\phi+\tfrac12e_6\sin2\phi\), which for \(d>0\) is largest at \(\tan2\phi=e_6/(2d)\) with \(|\phi|<45^\circ\). With both \(d\) and \(e_6\) nonzero, the two directions agree if \(Q_{44}/s_{44}=Q_-/S_-\), as in an isotropic medium. Equation (2) does not cover the sheared film.

## Second derivation: stresses and restoring fields

This route does not construct the film energy. It asks which stress the substrate produces, and which field is needed to hold a small polarization under that stress.

**The paraelectric film.** At \(P=0\) and \(e_6=0\), Hooke's law reads \(e_1=s_{11}\sigma_1^0+s_{12}\sigma_2^0\) and \(e_2=s_{12}\sigma_1^0+s_{11}\sigma_2^0\). The sum and difference give

\[
\sigma_1^0=\frac{m}{S_+}+\frac{d}{S_-},\qquad \sigma_2^0=\frac{m}{S_+}-\frac{d}{S_-}. \tag{13}
\]

The field follows from (4) as \(E_i=\partial G/\partial P_i\) at constant stress. For \(\sigma_3=\sigma_4=\sigma_5=0\),

\[
\begin{aligned}
E_1&=2P_1[a+2a_{11}P_1^2+a_{12}(P_2^2+P_3^2)-Q_{11}\sigma_1-Q_{12}\sigma_2]-Q_{44}\sigma_6P_2,\\
E_2&=2P_2[a+2a_{11}P_2^2+a_{12}(P_1^2+P_3^2)-Q_{11}\sigma_2-Q_{12}\sigma_1]-Q_{44}\sigma_6P_1,\\
E_3&=2P_3[a+2a_{11}P_3^2+a_{12}(P_1^2+P_2^2)-Q_{12}(\sigma_1+\sigma_2)].
\end{aligned} \tag{14}
\]

At fixed strain a small polarization changes the stress only at second order, because the spontaneous strain is quadratic in \(P\). To first order the paraelectric stresses may therefore be inserted unchanged, and \(E_i=2a_i^*P_i\) with

\[
a_1^*=a-Q_{11}\sigma_1^0-Q_{12}\sigma_2^0,\qquad a_2^*=a-Q_{11}\sigma_2^0-Q_{12}\sigma_1^0 .
\]

Their difference is

\[
a_1^*-a_2^*=-Q_-(\sigma_1^0-\sigma_2^0)=-\frac{Q_-}{S_-}(e_1-e_2). \tag{15}
\]

Since \(a_i^*=(T-T_i)/(2\varepsilon_0C)\), the left side equals \(-(T_1-T_2)/(2\varepsilon_0C)\), and (1) follows. The splitting measures the difference of two stresses. For \(Q_->0\), the axis under the greater tension softens first.

The third line of (14) gives \(a_3^*=a-Q_{12}(\sigma_1^0+\sigma_2^0)\), hence

\[
T_1-T_3=2\varepsilon_0C\,Q_-\sigma_1^0,\qquad T_2-T_3=2\varepsilon_0C\,Q_-\sigma_2^0 . \tag{16}
\]

For \(Q_->0\), \(P_1\) precedes \(P_3\) when \(\sigma_1^0>0\), that is, when \(s_{11}e_1>s_{12}e_2\). If \(e_2=(s_{12}/s_{11})e_1\), then \(\sigma_2^0=0\). The film is under uniaxial stress, and \(T_2=T_3\), as the equivalence of the two transverse axes requires.

The linear relation also gives the paraelectric susceptibilities, \(\chi_i=P_i/(\varepsilon_0E_i)=C/(T-T_i)\).

**The film with \(P_1\) condensed.** The growth of \(P_1\) changes the spontaneous strain and with it the stress:

\[
\sigma_1+\sigma_2=\frac{2m-Q_+P_1^2}{S_+},\qquad \sigma_1-\sigma_2=\frac{2d-Q_-P_1^2}{S_-}. \tag{17}
\]

To use these, write

\[
Q_{11}\sigma_1+Q_{12}\sigma_2=\tfrac12Q_+(\sigma_1+\sigma_2)+\tfrac12Q_-(\sigma_1-\sigma_2).
\]

The condition \(E_1=0\) then becomes

\[
a_1^*+P_1^2\left(2a_{11}+\frac{Q_+^2}{2S_+}+\frac{Q_-^2}{2S_-}\right)=0,
\]

which is (9), because the bracket is \(2a_{11}^*\). For a small \(P_2\) the indices 1 and 2 in the stress combination are exchanged, so the \(Q_-\) term changes sign. The film is also clamped in shear: \(\sigma_6=-Q_{44}P_1P_2/s_{44}\), and \(-Q_{44}\sigma_6P_1=2P_2\,Q_{44}^2P_1^2/(2s_{44})\). Thus

\[
E_2=2P_2\left[a_2^*+P_1^2\left(a_{12}+\frac{Q_+^2}{2S_+}-\frac{Q_-^2}{2S_-}+\frac{Q_{44}^2}{2s_{44}}\right)\right]
=2P_2\,(a_2^*+a_{12}^*P_1^2). \tag{18}
\]

The restoring field vanishes at the zero of (10), which gives (2) again.

## What each derivation assumes

Both derivations use linear elasticity, quadratic electrostriction, a uniform polarization and fixed in-plane strain. They share the same constitutive law, so their agreement checks the algebra and the mechanical boundary conditions. It does not check the neglect of domains or strain relaxation.

The two results differ in how much of that law they need. Equation (1) needs only the linear dielectric stiffness, the compliances and the electrostriction. The quartic coefficients do not enter, and adding sixth-order terms in \(P\) to \(f\) would leave (1) unchanged. Equation (2) also needs the nonlinear field along \(P_1\) and the coupling to \(P_2\), and here sixth-order terms would matter.

The second derivation establishes local stability. A vanishing restoring field does not show that no distant state has lower energy. The first derivation requires the complete potential and supplies that comparison: convexity for \(|r|<1\) and the flop for \(r>1\).

If the strains or material coefficients vary with temperature, (6) and (15) still hold at each temperature, but \(a_i^*(T)=0\) must be solved for \(T_i\), and (1) is no longer a simple difference at fixed coefficients.

## A numerical case

Take round model parameters: \(T_0=400\) K, \(C=10^5\) K, \(s_{11},s_{12},s_{44}=8.0,-2.5,9.0\) TPa\(^{-1}\), and \(Q_{11},Q_{12},Q_{44}=0.10,-0.04,0.06\) m\(^4\)/C\(^2\). The strains are \(e_1=0.60\%\) and \(e_2=0.20\%\). Then \(Q_-=0.14\) m\(^4\)/C\(^2\), \(S_-=10.5\) TPa\(^{-1}\), and

\[
T_1-T_2=2(8.854\times10^{-12})(10^5)\,\frac{0.14}{10.5\times10^{-12}}\,(0.004)=94.4\ \text{K}.
\]

The three instabilities lie at \(T_1=524.5\) K, \(T_2=430.1\) K and \(T_3=297.0\) K. The paraelectric stresses are 0.918 and 0.537 GPa, both tensile, which by (16) places both in-plane instabilities above \(T_3\). At 560 K the susceptibilities along the three axes are 2817, 770 and 380, so the splitting is already visible as dielectric anisotropy.

With \(a_{11}=1.0\times10^8\) and \(a_{12}=9.0\times10^8\) J m\(^5\)/C\(^4\), the film has \(a_{11}^*=7.30\times10^8\) and \(a_{12}^*=4.94\times10^8\) in the same unit. Hence \(r=4.94/(2\times7.30)=0.338\), and

\[
T_2'=524.5-\frac{94.4}{1-0.338}\approx382\ \text{K}.
\]

The gap between the actual transitions is 143 K, about 51% larger than the bare splitting. Between 382 and 430 K the paraelectric state is unstable against \(P_2\), yet the single-domain film carries \(P_1\) alone.

Minimization over all three components gives \((0.170,0,0)\) C/m\(^2\) at 450 K and \((0.254,0.096,0)\) C/m\(^2\) at 350 K, in agreement with (9) and (12). At the same mean strain, raising \(e_1-e_2\) to 0.6% moves \(T_1\) up to 548 K and \(T_2'\) down to 334 K. The lower edge of the wedge is 2.02 times as steep as the upper one, as (11) requires. At this mean strain the edge ends near \(e_1-e_2=1.44\%\), beyond which \(P_3\) appears before \(P_2\). For \(e_1=-e_2=0.2\%\), \(P_1\) still condenses first, at 447 K, but \(P_3\) follows at 378 K, above the 305 K that (2) would give. For the original strains, \(P_3\) joins the two in-plane components near 134 K.

The corresponding free-crystal ratio \(a_{12}/(2a_{11})\) is 4.5, which by the concavity argument excludes coexistence. In a single-domain film, clamping reverses this. From (8),

\[
2a_{11}^*-a_{12}^*=2a_{11}-a_{12}+\frac{Q_-^2}{S_-}-\frac{Q_{44}^2}{2s_{44}}.
\]

In units of \(10^8\) J m\(^5\)/C\(^4\) the right side is \(2.0-9.0+18.7-2.0=9.7\). The largest term, 18.7, is \(Q_-^2/S_-\). It comes from the elastic cost of making \(P_1^2\) and \(P_2^2\) unequal at fixed in-plane strain, which contributes \(\tfrac14(Q_-^2/S_-)(P_1^2-P_2^2)^2\) to the energy. Twinning can remove this cost. Alternating domains polarized along axes 1 and 2 can choose their volume fractions so that the average \(d_0\) equals \(d\), once \(P_1^2\) exceeds \(2d/Q_-\). With wall and interface energies neglected, such twins fall below the single domain at about 451 K for these parameters and lie 0.49 MJ/m\(^3\) lower at 400 K. The transition at 382 K therefore describes a film that is kept single-domain; a film thick enough to twin would break into domains first.

Raising \(a_{12}\) to \(25\times10^8\) J m\(^5\)/C\(^4\) gives \(r=1.43\). At 330 K and mean strain 0.4%, a strain difference of \(+0.02\%\) then gives \((0.241,0,0)\) C/m\(^2\), and \(-0.02\%\) gives \((0,0.241,0)\) C/m\(^2\). This is the flop. With the original \(a_{12}\), the positive difference gives \((0.210,0.203,0)\) C/m\(^2\), close to the diagonal.

Finally, adding \(e_6=0.20\%\) to the original strains gives \(k/(gd)=0.25\). The bare splitting rises to \(94.44\sqrt{1+0.25^2}=97.35\) K. The leading polarization lies at \(7.0^\circ\) from axis 1, while the greatest strain lies at \(13.3^\circ\). Without shear, a strain difference of 0.2% at mean strain 0.4% gives \(T_1=501\) K and \(T_2'=430\) K.

## Computed values

```
T0 = 400 K, C = 1.0e+05 K
s11, s12, s44 = 8.0, -2.5, 9.0 1/TPa
Q11, Q12, Q44 = 0.10, -0.04, 0.06 m^4/C^2
free a11, a12 = 1.00e+08, 9.00e+08 J m^5/C^4
free-crystal a12/(2 a11) = 4.50
e1, e2 = 0.60, 0.20 percent
film a11* = 7.3030e+08 J m^5/C^4
film a12* = 4.9394e+08 J m^5/C^4
film a13* = 4.6364e+08 J m^5/C^4
film a33* = 3.9091e+08 J m^5/C^4
r = a12*/(2 a11*) = 0.3382
paraelectric stress 1 = 0.9177 GPa
paraelectric stress 2 = 0.5368 GPa
T1 = 524.50 K
T2 (bare) = 430.05 K
T3 (bare) = 296.97 K
bare splitting T1-T2 = 94.44 K
bare splitting per 0.1 percent of e1-e2 = 23.61 K
true second transition T2' = 381.79 K
true gap T1-T2' = 142.70 K
gap enlargement 1/(1-r) = 1.5110
wedge slope ratio (1+r)/(1-r) = 2.0219
chi1, chi2, chi3 at 560 K = 2817, 770, 380
P at 560 K = 0.0000 0.0000 0.0000 C/m^2
P at 450 K = 0.1697 0.0000 0.0000 C/m^2
P at 350 K = 0.2537 0.0958 0.0000 C/m^2
mean strain 0.4 percent: e1-e2 (percent), T1, T2, T2' (K)
  0.2  500.88  453.66  429.53
  0.4  524.50  430.05  381.79
  0.6  548.11  406.44  334.05
shear e6 = 0.20 percent added to e1, e2:
  bare in-plane splitting = 97.35 K
  leading-mode angle = 7.02 deg
  principal-strain angle = 13.28 deg
second model: free a12 = 2.50e+09 J m^5/C^4
  r = 1.4336
at 330 K, mean strain 0.4 percent:
  second model, e1-e2 = +0.02 percent: P = 0.2405 0.0000 0.0000 C/m^2
  second model, e1-e2 = -0.02 percent: P = 0.0000 0.2405 0.0000 C/m^2
  first model, e1-e2 = +0.02 percent: P = 0.2096 0.2029 0.0000 C/m^2
```
